# Polar Hafnia Films Do Not Establish the Bulk Ground State

A calculation of hafnia polymorphs must fix its zero of energy before it can report a stability. Suppose that the polar structure Pca2_1 is chosen because thin films show it and switch it. A relaxation started in that structure can end in that structure, since relaxation seeks a nearby minimum. Nothing in the run then reveals a lower phase, and the polar phase is reported as stable when it may be metastable. The safer decision is to compute monoclinic P2_1/c as well, and to take the lower of the two as the reference. That reference is the ground state only if no third polymorph lies lower still.

The comparison is made per formula unit. Define

\[
\Delta=e_{\rm polar}-e_{\rm nonpolar},
\]

where both energies belong to fully relaxed bulk crystals at zero temperature, stress and field, without vibrational energy. If \(\Delta>0\), the polar phase is not the ground state. The question is whether a switchable polar film fixes the sign of \(\Delta\). Two model crystals with opposite signs show that it does not.

## Two crystals with opposite ground states

Let \(p\) be a dimensionless polar coordinate and \(s\) a dimensionless distortion towards a competing nonpolar phase. With \(x=s^2\) and \(D=B+\Delta\), take the energy per formula unit

\[
V=B(1-p^2)^2+cp^2x+ax(1-x)^2-Dx^2(3-2x).
\]

The algebra is in atomic units; numbers are in eV and angstrom. The round parameters are \(B=0.1\), \(c=0.4\) and \(a=1\) eV, with \(\Delta=+0.05\) eV in one crystal and \(-0.05\) eV in the other. They do not describe hafnia.

At \((p,s)=(\pm1,0)\) every term vanishes, so the polar energy is zero. At \((0,1)\) the energy is \(B-D=-\Delta\), as the definition of \(\Delta\) requires.

To see whether these points are minima, differentiate:

\[
V_p=-4Bp(1-p^2)+2cpx,\qquad V_s=2sV_x,
\]
\[
V_x=cp^2+a(1-x)(1-3x)-6Dx(1-x).
\]

Both slopes vanish at the polar points, at \((0,1)\) and at the origin. The second derivatives are

\[
V_{pp}=-4B+12Bp^2+2cx,\qquad V_{ps}=4cps,
\]
\[
V_{ss}=2V_x+4xV_{xx},\qquad V_{xx}=a(6x-4)-6D(1-2x).
\]

The mixed derivative is zero at all these points, because \(p\) or \(s\) is zero there. The curvatures are therefore

| Point | \(V_{pp}\) | \(V_{ss}\) |
|---|---:|---:|
| polar | \(8B\) | \(2(c+a)\) |
| nonpolar | \(2c-4B\) | \(8a+24D\) |
| origin | \(-4B\) | \(2a\) |

For \(\Delta=+0.05\) eV they are 0.8 and 2.8 eV at the polar point, and 0.4 and 11.6 eV at the nonpolar one. Both are local minima. The polar curvatures do not contain \(\Delta\), because the model is built so that \(\Delta\) enters only at order \(s^4\). In this model, local stability of the polar phase therefore carries no information about its rank. The origin, with curvatures \(-0.4\) and 2.0 eV, is a saddle between the two polar orientations.

### The global minimum and the escape barrier

Local curvatures cannot exclude a still lower point elsewhere. To find the global minimum, first minimize over \(p\) at fixed \(x\). For \(p\ne0\), \(V_p=0\) gives

\[
p^2=1-\frac{cx}{2B},\qquad x<\frac{2B}{c}=0.5.
\]

Inserting this in the first two terms of \(V\) gives

\[
\frac{c^2x^2}{4B}+cx-\frac{c^2x^2}{2B}=cx-\frac{c^2x^2}{4B},
\]

so the lowest energy at that \(x\) is

\[
F(x)=cx-\frac{c^2x^2}{4B}+ax(1-x)^2-Dx^2(3-2x).
\]

Its slope, with like powers collected, is

\[
F'(x)=(c+a)-2Kx+3Gx^2,
\]
\[
K=\frac{c^2}{4B}+2a+3D,\qquad G=a+2D.
\]

The slope starts positive and changes sign at the smaller root,

\[
x_*=\frac{K-\sqrt{K^2-3(c+a)G}}{3G}.
\]

For \(\Delta=+0.05\) eV, \(D=0.15\), \(K=0.4+2+0.45=2.85\) and \(G=1.3\) eV. Hence

\[
x_*=\frac{2.85-\sqrt{8.1225-5.46}}{3.9}=0.312.
\]

The larger root is about 1.15, outside the range \(x<0.5\). Thus \(F\) rises from zero to \(x_*\) and then falls until \(x=0.5\).

For \(x\geq0.5\) the lowest energy has \(p=0\), and its slope in \(x\) is

\[
(1-x)\,[a(1-3x)-6Dx].
\]

The bracket is negative there. The energy falls until \(x=1\) and rises beyond it. The same sequence holds for \(\Delta=-0.05\) eV, where the roots are about 0.36 and 1.19. The global minimum is therefore the lower of 0 and \(-\Delta\): nonpolar in the first crystal, polar in the second.

This calculation also gives the barrier for leaving the polar phase. Every continuous path from \(x=0\) to \(x=1\) crosses \(x_*\), where its energy is at least \(F(x_*)\). The path that follows the minimizing \(p\) reaches no higher. For the first crystal the four terms of \(F\) give

\[
F(x_*)=0.1250-0.0390+0.1477-0.0348=0.1989\ \text{eV}.
\]

For the second crystal the result is 0.2249 eV. A separate search for the lowest connecting pass on a grid agrees with both values within 0.0002 eV.

Reversal of the polarization costs less. Along \(s=0\) the highest point is the origin, at \(B=0.1\) eV. Any other reversal path must also cross \(p=0\). If it does so at \(x\le x_*\), its energy there is

\[
B+x[a(1-x)^2-Dx(3-2x)]\ge B,
\]

because the bracket is positive in this range for both crystals. If it crosses at larger \(x\), it has already paid \(F(x_*)>B\). The reversal barrier is thus 0.1 eV in both crystals, below either escape barrier.

These are barriers per formula unit for uniform motion. A large crystal can transform by nucleation, so they do not give a lifetime.

### The same hysteresis loop

Let the dipole be \(\mu p\), with \(\mu=1\) e angstrom. A field \(E\) adds \(-\mu Ep\) to the energy. Along \(s=0\),

\[
V_E=B(1-p^2)^2-\mu Ep,
\]

which does not contain \(\Delta\). The crystal stays on this line if it is stable against \(s\). At \(s=0\), \(V_s=0\) and

\[
V_{ss}=2(cp^2+a)>0
\]

for every \(p\). A small disturbance in \(s\) therefore decays throughout the reversal, again independently of \(\Delta\).

The positive polar state disappears when its curvature along \(p\) vanishes:

\[
-4B+12Bp^2=0,\qquad p=\frac1{\sqrt3}.
\]

The equilibrium condition \(\mu E=-4Bp(1-p^2)\) then gives a negative field of magnitude

\[
E_c=\frac{4B}{\mu}\,\frac1{\sqrt3}\,\frac23=\frac{8B}{3\sqrt3\,\mu}=0.154\ \text{V/angstrom}.
\]

This is the field for uniform reversal in the model. It equals 15.4 MV/cm, far above the few MV/cm used to switch hafnia films, and a real film would normally break down before reaching it. Real films can switch at lower fields through domains, which the model leaves out.

In a numerical test the field was changed in steps of 0.005 V/angstrom, \(s\) was displaced by 0.05 at each step, and both coordinates then relaxed downhill. Reversal occurred at \(-0.155\) and \(+0.155\) V/angstrom, the first steps beyond \(E_c\). The loops of the two crystals differed in \(p\) by less than \(10^{-6}\). One loop belongs to a metastable polar phase and the other to a polar ground state.

The conclusion requires that the crystal stay in the polar valley. The escape barriers found above hold at zero field. A weak opposing field lowers them, because it raises the polar state, with \(p\) near 1, more than the escape saddles on the same side, where \(p\) is only 0.61 and 0.53. These saddles disappear beyond about 0.05 and 0.03 V/angstrom, well before \(E_c\). The mirror saddles at negative \(p\) remain, and the field lowers them: at \(-0.02\) V/angstrom they lie 0.166 and 0.194 eV above the starting polar state, against 0.191 and 0.215 eV for the saddles at positive \(p\). With downhill relaxation, the displacement of \(s\) that carries the polar state into the nonpolar phase is about 0.64 and 0.71 at zero field, and about 0.56 and 0.61 at \(-0.15\) V/angstrom. A disturbance of this size during the sweep can therefore convert one crystal and not the other, and the two loops then differ.

### The same thin-film phase

Now stack \(N\) layers, with one formula unit per layer in the repeated area. Neighbouring layers are coupled, and the nonpolar distortion costs extra energy at each surface:

\[
\begin{aligned}
E_{\rm film}={}&\sum_{i=1}^{N}V(p_i,s_i)+h(s_1^2+s_N^2)\\
&+\frac J2\sum_{i=1}^{N-1}\left[(p_{i+1}-p_i)^2+(s_{i+1}-s_i)^2\right].
\end{aligned}
\]

Here \(J=0.2\) eV and \(h=0.15\) eV. The positive \(h\) is an assumption: these surfaces favour the polar phase. The electrodes are taken as ideally short-circuited, so a uniformly polarized film has no depolarizing energy. Real electrodes screen imperfectly; the residual depolarizing energy penalizes a thin polar film and is left out here. If the polarization varies from layer to layer, a positive field energy remains. The model omits it; including it could only raise such nonuniform films relative to the uniform ones.

The uniform polar film has \(p_i=1\), \(s_i=0\) and zero energy. The nonpolar film has \(p_i=0\) and \(s_i\) near 1. Its energy is

\[
E_{\rm nonpolar}=-N\Delta+\Gamma,
\]

where \(\Gamma\) is the cost of its two surfaces. To estimate \(\Gamma\), let a surface layer relax to \(s=1+\delta\) with stiffness \(k=8a+24D=11.6\) eV. Neglecting the pull of the next layer and anharmonic terms, minimize

\[
h(1+\delta)^2+\tfrac12k\delta^2.
\]

The condition \(2h(1+\delta)+k\delta=0\) gives

\[
\delta=-\frac{2h}{k+2h},\qquad 1+\delta=\frac{k}{k+2h}.
\]

The energy of one surface is then

\[
\frac{hk^2+2kh^2}{(k+2h)^2}=\frac{hk}{k+2h},
\]

and two surfaces cost

\[
\Gamma\simeq\frac{2hk}{k+2h}=\frac{0.3\times11.6}{11.9}=0.2924\ \text{eV}.
\]

Full relaxation of the stack gives 0.2920 eV. The estimate is high by about 0.15% of that value.

The two uniform films have equal energy when \(N\Delta=\Gamma\). For \(\Delta=+0.05\) eV,

\[
N_*=\frac{0.2920}{0.05}=5.84.
\]

With a layer thickness of 5 angstrom, the crossover lies at 29.2 angstrom, or 55.2 bohr. Since \(N\) is an integer, the change occurs between five and six layers. The nonpolar film energy relative to the polar one is

\[
N=5:\ -0.250+0.292=+0.042\ \text{eV},
\]
\[
N=6:\ -0.300+0.292=-0.008\ \text{eV}.
\]

A film might lower its energy further by mixing the phases, for example with polar surfaces and a nonpolar interior. All patterns of polar and nonpolar layers were therefore relaxed for five and six layers. Opposite signs of \(p\) or \(s\) need no separate search: replacing each coordinate by its magnitude leaves \(V\) and the surface term unchanged and cannot increase the squared differences. The lowest states found were

| Layers | \(\Delta=+0.05\) eV | \(\Delta=-0.05\) eV |
|---:|---|---|
| 5 | polar | polar |
| 6 | nonpolar | polar |

At five layers, both crystals give a polar film. When the surface term is removed from the first crystal, its five-layer film becomes nonpolar. In the first crystal, then, the surfaces cause the polar phase of the thin film.

The loop also carries over to the film. For uniform \(p\) and \(s=0\), the coupling and surface energies vanish, and both terms can only add stiffness against departures from that state. A five-layer polar film that switches uniformly is thus compatible with either bulk ground state.

### A thick film can remain polar

At twelve layers the first crystal has a nonpolar film energy of \(-0.600+0.292=-0.308\) eV, well below the polar value of zero. The polar film is nevertheless a local minimum. For small changes \(u_i\) in \(p_i\) and \(v_i\) in \(s_i\), its second-order energy is

\[
\begin{aligned}
&\sum_i\left[4Bu_i^2+(c+a)v_i^2\right]+h(v_1^2+v_N^2)\\
&+\frac J2\sum_i\left[(u_{i+1}-u_i)^2+(v_{i+1}-v_i)^2\right].
\end{aligned}
\]

No term is negative, and the first sum is positive for any nonzero change. The softest motion is a uniform change of \(p\), which costs no coupling energy; its curvature is \(8B=0.8\) eV. The numerical Hessian of the twelve-layer film confirms this value. A film that entered the polar phase while thin can therefore stay trapped as it thickens, provided that the added layers continue the polar structure. How long it stays is a question of kinetics.

## What a film does establish

The general statement has two parts.

1. If a polar film of \(N\) formula units has a lower energy than the nonpolar film under the same conditions, this gives an upper bound on \(\Delta\). When that bound is positive, the sign of \(\Delta\) remains open.
2. If the film is merely trapped in the polar phase, its existence and its switching do not give even this bound.

**Proof.** For each phase, define the film excess \(X\) as everything not contained in the stress-free bulk energy:

\[
E_{\rm film}=Ne+X.
\]

It may include surface, interface, strain and field energies. The polar film is lower when

\[
Ne_{\rm polar}+X_{\rm polar}<Ne_{\rm nonpolar}+X_{\rm nonpolar}.
\]

Moving the bulk terms to the left and dividing by \(N\) gives

\[
\Delta<\frac{X_{\rm nonpolar}-X_{\rm polar}}{N}.
\]

If the right side is positive, it admits negative values of \(\Delta\), zero, and a range of positive ones. This proves the first part. The five-layer film illustrates it: the bound is \(0.292/5=0.058\) eV, and \(\Delta=+0.05\) eV satisfies it.

For the second part, one counter-example suffices. The twelve-layer polar film is locally stable and switchable, yet its energy is higher than that of the nonpolar film. It violates the inequality, since \(0.292/12=0.024\) eV is less than 0.05 eV. \(\square\)

The inequality also shows when films would be informative. Suppose that the excess difference divided by \(N\) tends to zero, and that the polar phase remains lowest at every large thickness. Then \(\Delta\le0\). This requires equilibrium as well as thickness. It also fails under a persistent strain or field, whose energy grows in proportion to \(N\) and does not drop out of the bound.

At finite temperature the energies must be replaced by free energies. Vibrations can then change the order, and a statement about the static ground state need not hold for the equilibrium phase at the growth temperature.

## The decision for hafnia

For pure bulk hafnia, the standard density functionals LDA, PBE and PBEsol place monoclinic P2_1/c below polar Pca2_1. The reported difference is typically below 0.1 eV per formula unit. This ordering is an input from established calculations; the model above neither computes nor tests it. The functionals are approximate, so the ordering is a result at that level of theory. At that level \(\Delta>0\), and the polar phase is not the ground state.

Both conventional cells contain four formula units, so a calculation should evaluate

\[
\Delta=\frac{E_{\rm cell}(\text{Pca2}_1)-E_{\rm cell}(\text{P2}_1/\text{c})}{4}.
\]

The two cells need the same functional, the same treatment of the core electrons and comparable numerical convergence, with errors in the difference well below \(\Delta\). Each cell must be relaxed in shape and volume. If the lattice is instead held at the dimensions of a film, the result contains strain energy and answers a different question.

Local stability of the polar crystal is a separate check: its forces and stress must vanish, and no vibrational mode may be unstable. Passing it supports metastability but does not rank the phases. If the monoclinic cell comes out lower, its negative energy relative to Pca2_1 is not by itself a sign of a failed calculation. It means that the reference should be changed to P2_1/c, and that the polar phase should be reported at \(+\Delta\).

The numerical output below lists the model energies, barriers, switching fields and film comparisons.

## Computed results

```
B, c, a: 0.1, 0.4, 1.0 eV
gap, polar minus nonpolar: 0.05 eV = 0.001837 hartree
layer coupling, surface term h: 0.2, 0.15 eV
dipole at p=1: 1.0 e angstrom; layer thickness: 5.0 angstrom
polar: energy 0.000 eV, curvatures pp, ss 0.800, 2.800 eV
nonpolar: energy -0.050 eV, curvatures pp, ss 0.400, 11.600 eV
origin: energy 0.100 eV, curvatures pp, ss -0.400, 2.000 eV
gap +0.05 eV: switching barrier, grid 0.1000 eV
  escape barrier: formula 0.1989, grid 0.1989 eV
  escape saddle: x 0.3124, p 0.6126
gap -0.05 eV: switching barrier, grid 0.1000 eV
  escape barrier: formula 0.2249, grid 0.2248 eV
  escape saddle: x 0.3570, p 0.5349
coercive field, formula: 0.1540 V/angstrom
loop flips at: -0.155 and 0.155 V/angstrom
field step: 0.005 V/angstrom; kick in s: 0.05
p at zero field on the falling branch: 1.0000
largest p difference of the two loops below 1e-6: True
surface cost Gamma: relaxed 0.2920, harmonic 0.2924 eV
crossover: 5.840 layers
crossover thickness: 29.20 angstrom = 55.18 bohr
3 layers: nonpolar minus polar film energy +0.1420 eV
5 layers: nonpolar minus polar film energy +0.0420 eV
6 layers: nonpolar minus polar film energy -0.0080 eV
12 layers: nonpolar minus polar film energy -0.3080 eV
lowest film, gap +0.05 eV: 5 layers polar, 6 layers nonpolar
lowest film, gap -0.05 eV: 5 layers polar, 6 layers polar
control without surface term, gap +0.05 eV: 5 layers nonpolar
softest curvature of the 12-layer polar film: 0.8000 eV
```
